# Berry-curvature splitting of the circular 2p excitons in one valley: test program

```python
"""Berry-curvature splitting of the circular 2p excitons in one valley.

Result under test (Hartree atomic units):
    E(2p, m=+1) - E(2p, m=-1) = -Omega <V'(r)/r>,
Omega = Omega_c - Omega_v at the valley bottom, A_n = i<u_n|grad_k u_n>,
V(r) = attractive central electron-hole potential, r = r_e - r_h,
m = envelope angular momentum in the Bloch gauge smooth at k = 0.
Dirac valley: H = v(tau kx sx + ky sy) + M sz, gap = 2M,
mu = M/(2 v^2), a = v/M, Omega = -tau a^2 = -tau/(mu gap).
Screened potential: V(q) = -2 pi / [q (kappa + r0 q)].
The full Bethe-Salpeter problem keeps the complete spinor overlaps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import jv, struve, y0, y1

gap, mu, kappa, r0, tau = 0.08, 0.2, 2.0, 80.0, 1
M = gap / 2
v = np.sqrt(M / (2 * mu))
a = v / M
hartree_meV = const.value("Hartree energy in eV") * 1000
bohr_angstrom = const.value("Bohr radius") * 1e10


def potential(r):
    x = kappa * r / r0
    return -np.pi / (2 * r0) * (struve(0, x) - y0(x))


def potential_slope(r):
    x = kappa * r / r0
    return -np.pi * kappa / (2 * r0**2) * (2 / np.pi - struve(1, x) + y1(x))


# Potential against the integral that follows from its Fourier transform.
for r_test in (3.0, 40.0, 200.0):
    integral = quad(lambda t: np.exp(-kappa * t / r0) / np.hypot(r_test, t),
                    0, 40 * r0 / kappa, points=[r_test], limit=300)[0]
    assert abs(-integral / r0 / potential(r_test) - 1) < 1e-6
    step = 1e-3 * r_test
    slope = (potential(r_test + step) - potential(r_test - step)) / (2 * step)
    assert abs(slope / potential_slope(r_test) - 1) < 1e-4


# Numerical Bloch spinors and gauge-invariant Berry curvature.
def spinors(kx, ky, valley):
    off = v * (valley * kx - 1j * ky)
    vectors = np.linalg.eigh(np.array([[M, off], [np.conj(off), -M]]))[1]
    valence, conduction = vectors[:, 0], vectors[:, 1]
    conduction = conduction * np.exp(-1j * np.angle(conduction[0]))
    valence = valence * np.exp(-1j * np.angle(valence[1]))
    return conduction, valence


def loop_curvature(band, valley):
    d = 1e-3
    corners = [(-d/2, -d/2), (d/2, -d/2), (d/2, d/2), (-d/2, d/2)]
    u = [spinors(x, y, valley)[band] for x, y in corners]
    product = np.prod([np.vdot(u[i], u[(i + 1) % 4]) for i in range(4)])
    return -np.angle(product) / d**2


def components(k, a_c, tau_c, a_v, tau_v):
    """Radial weights and angular-momentum shifts of the pair spinor."""
    half_c, half_v = np.arctan(a_c * k) / 2, np.arctan(a_v * k) / 2
    return [(np.cos(half_c) * np.cos(half_v), 0),
            (np.cos(half_c) * np.sin(half_v), tau_v),
            (np.sin(half_c) * np.cos(half_v), tau_c),
            (np.sin(half_c) * np.sin(half_v), tau_c + tau_v)]


def overlap_product(k, kp, valley):
    c, w = spinors(*k, valley)
    cp, wp = spinors(*kp, valley)
    return np.vdot(c, cp) * np.vdot(wp, w)


for valley in (1, -1):
    omega_c, omega_v = loop_curvature(0, valley), loop_curvature(1, valley)
    assert abs(omega_c / (-valley * a**2 / 2) - 1) < 1e-3
    assert abs(omega_v / (valley * a**2 / 2) - 1) < 1e-3
    k, kp = np.array([0.11, 0.04]), np.array([-0.03, 0.15])
    angle = np.arctan2(kp[1], kp[0]) - np.arctan2(k[1], k[0])
    left = components(np.hypot(*k), a, valley, a, valley)
    right = components(np.hypot(*kp), a, valley, a, valley)
    separable = sum(x[0] * y[0] * np.exp(1j * x[1] * angle)
                    for x, y in zip(left, right))
    assert abs(separable - overlap_product(k, kp, valley)) < 1e-11
    k, kp = k / 50, kp / 50
    F = overlap_product(k, kp, valley)
    cross = k[0] * kp[1] - k[1] * kp[0]
    assert abs(F.imag / (-(omega_c - omega_v) / 2 * cross) - 1) < 2e-3
    assert abs((1 - F.real) / (a**2 / 4 * np.sum((k - kp)**2)) - 1) < 2e-3

omega_c, omega_v = loop_curvature(0, tau), loop_curvature(1, tau)
omega = omega_c - omega_v

# Uncorrected 2p state on a radial midpoint grid.
r_max, n_grid = 700.0, 7000
h = r_max / n_grid
r = (np.arange(n_grid) + 0.5) * h


def radial_2p(V):
    diagonal = (2 / h**2 + 1 / r**2) / (2 * mu) + V
    edge = np.arange(1, n_grid) * h
    off = -edge / (h**2 * np.sqrt(r[:-1] * r[1:])) / (2 * mu)
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    return energy[0], vector[:, 0]**2


E_2p, probability = radial_2p(potential(r))
slope_r = potential_slope(r)
mean_slope = np.sum(probability * slope_r / r)
mean_r = np.sum(probability * r)
mean_laplacian = np.sum(probability * np.gradient(r * slope_r, h) / r)
R_squared = probability / (r * h)
by_parts = -np.sum(potential(r) * np.gradient(R_squared, h)) * h
assert abs(by_parts / mean_slope - 1) < 2e-3

E_coulomb, p_coulomb = radial_2p(-1 / (kappa * r))
coulomb_grid = np.sum(p_coulomb / (kappa * r**3))
coulomb_formula = 32 / 81 * mu**3 / kappa**4
assert abs(coulomb_grid / coulomb_formula - 1) < 2e-3

# Full Bethe-Salpeter problem in p-type Gaussian functions of k.
x_k, w_k = np.polynomial.legendre.leggauss(800)
k_grid, k_weight = 0.8 * (x_k + 1), 0.8 * w_k
x_r, w_r = np.polynomial.legendre.leggauss(700)
x_r = (x_r + 1) / 2
r_quad, r_weight = r_max * x_r**2, r_max * x_r * w_r
bessel = [jv(l, np.outer(r_quad, k_grid)) for l in range(4)]
V_weight = r_quad * r_weight * potential(r_quad)
widths = np.geomspace(5.0, 110.0, 11)
basis = (np.sqrt(2) * widths**2 * k_grid[:, None]
         * np.exp(-0.5 * (k_grid[:, None] * widths)**2))
measure = (k_grid * k_weight)[:, None]
overlap = basis.T @ (measure * basis)


def pair_energy(m, kinetic, a_c, tau_c, a_v, tau_v):
    H = basis.T @ (measure * kinetic[:, None] * basis)
    for weight, shift in components(k_grid, a_c, tau_c, a_v, tau_v):
        chi = bessel[abs(m + shift)] @ (measure * weight[:, None] * basis)
        H = H + chi.T @ (V_weight[:, None] * chi)
    return eigh((H + H.T) / 2, overlap, eigvals_only=True)[0]


parabola = k_grid**2 / (2 * mu)
E_bare = pair_energy(1, parabola, 0.0, 1, 0.0, 1)
assert abs(E_bare / E_2p - 1) < 5e-4


def dirac_levels(gap_value):
    mass = gap_value / 2
    velocity = np.sqrt(mass / (2 * mu))
    kinetic = 2 * (np.sqrt(mass**2 + (velocity * k_grid)**2) - mass)
    ratio = velocity / mass
    return [pair_energy(m, kinetic, ratio, tau, ratio, tau) for m in (1, -1)]


factors = [1, 4, 16, 64]
levels = [dirac_levels(gap * f) for f in factors]
full = np.array([plus - minus for plus, minus in levels])
first = np.array([tau * mean_slope / (mu * gap * f) for f in factors])
power = np.log(full[3] / full[2]) / np.log(4)
assert abs(full[3] / first[3] - 1) < 0.01
assert abs(power + 1) < 0.03

# Independent conduction and valence curvatures, same parabolic dispersion.
a2_c, a2_v = 0.4, 0.2
geometry = []
for tau_v in (1, -1):
    plus, minus = [pair_energy(m, parabola, np.sqrt(a2_c), 1,
                               np.sqrt(a2_v), tau_v) for m in (1, -1)]
    omega_test = -a2_c / 2 - tau_v * a2_v / 2
    predicted = -omega_test * mean_slope
    common = (plus + minus) / 2 - E_bare
    common_predicted = (a2_c + a2_v) / 8 * mean_laplacian
    assert abs((plus - minus) / predicted - 1) < 0.03
    assert abs(common / common_predicted - 1) < 0.05
    geometry.append((omega_test, plus - minus, predicted,
                     common, common_predicted))

splitting = -omega * mean_slope
print(f"gap E_g = {gap:.3f} hartree; M = {M:.3f} hartree")
print(f"reduced mass mu = {mu:.2f} electron masses")
print(f"kappa = {kappa:.1f}; r0 = {r0:.1f} bohr; tau = {tau:+d}")
print(f"velocity v = {v:.5f} atomic units; v/M = {a:.4f} bohr")
print(f"Omega_c = {omega_c:.3f} bohr^2; Omega_v = {omega_v:.3f} bohr^2")
print(f"Omega = {omega:.3f} bohr^2 = {omega*bohr_angstrom**2:.3f} angstrom^2")
print(f"uncorrected 2p energy from gap = {E_2p:.7f} hartree")
print(f"2p binding / gap = {-E_2p/gap:.5f}")
print(f"mean 2p radius = {mean_r:.3f} bohr")
print(f"<V'/r> = {mean_slope:.5e} hartree/bohr^2")
print(f"first-order curvature shift m=+1: {splitting/2:.5e} hartree")
print(f"first-order curvature shift m=-1: {-splitting/2:.5e} hartree")
print(f"first-order splitting = {splitting:.5e} hartree")
print(f"first-order splitting = {splitting*hartree_meV:.3f} meV")
print(f"full model E(m=+1) from gap = {levels[0][0]:.7f} hartree")
print(f"full model E(m=-1) from gap = {levels[0][1]:.7f} hartree")
print(f"full model splitting = {full[0]*hartree_meV:.3f} meV")
print("gap (hartree), full and first-order splitting (hartree), ratio:")
for f, s_full, s_first in zip(factors, full, first):
    print(f"  {gap*f:.2f}  {s_full:.5e}  {s_first:.5e}  {s_full/s_first:.4f}")
print(f"power of gap between last two rows = {power:.4f}")
print(f"independent bands: a_c^2 = {a2_c} bohr^2, a_v^2 = {a2_v} bohr^2")
for om, s_full, s_first, c_full, c_first in geometry:
    print(f"  Omega = {om:.2f} bohr^2")
    print(f"    splitting full, first order: {s_full:.4e}, {s_first:.4e} hartree")
    print(f"    common shift full, first order: {c_full:.4e}, {c_first:.4e} hartree")
print(f"Coulomb limit <V'/r>, grid: {coulomb_grid:.5e} hartree/bohr^2")
print(f"Coulomb limit <V'/r>, formula: {coulomb_formula:.5e} hartree/bohr^2")
print("all tests passed")
```

Printed output:

```
gap E_g = 0.080 hartree; M = 0.040 hartree
reduced mass mu = 0.20 electron masses
kappa = 2.0; r0 = 80.0 bohr; tau = +1
velocity v = 0.31623 atomic units; v/M = 7.9057 bohr
Omega_c = -31.250 bohr^2; Omega_v = 31.250 bohr^2
Omega = -62.499 bohr^2 = -17.502 angstrom^2
uncorrected 2p energy from gap = -0.0054007 hartree
2p binding / gap = 0.06751
mean 2p radius = 55.117 bohr
<V'/r> = 5.85606e-06 hartree/bohr^2
first-order curvature shift m=+1: 1.82999e-04 hartree
first-order curvature shift m=-1: -1.82999e-04 hartree
first-order splitting = 3.65998e-04 hartree
first-order splitting = 9.959 meV
full model E(m=+1) from gap = -0.0053809 hartree
full model E(m=-1) from gap = -0.0057394 hartree
full model splitting = 9.755 meV
gap (hartree), full and first-order splitting (hartree), ratio:
  0.08  3.58488e-04  3.66003e-04  0.9795
  0.32  9.07782e-05  9.15009e-05  0.9921
  1.28  2.28177e-05  2.28752e-05  0.9975
  5.12  5.71451e-06  5.71880e-06  0.9992
power of gap between last two rows = -0.9987
independent bands: a_c^2 = 0.4 bohr^2, a_v^2 = 0.2 bohr^2
  Omega = -0.30 bohr^2
    splitting full, first order: 1.7548e-06, 1.7568e-06 hartree
    common shift full, first order: -1.4533e-07, -1.4496e-07 hartree
  Omega = -0.10 bohr^2
    splitting full, first order: 5.8461e-07, 5.8561e-07 hartree
    common shift full, first order: -1.4512e-07, -1.4496e-07 hartree
Coulomb limit <V'/r>, grid: 1.97537e-04 hartree/bohr^2
Coulomb limit <V'/r>, formula: 1.97531e-04 hartree/bohr^2
all tests passed
```
